# Voltage amplification by a negative capacitance and its stability limit

**Q.** Two capacitors in series divide a voltage. How could one of them receive more than the source supplies?

**A.** Division into two smaller parts assumes that both voltages have the same sign as the charge. Let us derive the division without that assumption.

A ferroelectric layer of thickness \(t\) lies on an ordinary dielectric, the load, between two metal plates. An ideal source holds the voltage \(V\). All charges, capacitances and energies are per unit area. The plate on the ferroelectric side carries free charge \(Q\), and the far plate, at zero potential, carries \(-Q\). With no free charge at the interface, the normal displacement is \(D=Q\) in both layers. I assume for now that \(Q\) is uniform over the area, that nothing leaks and that the temperature is fixed.

The internal voltage is the potential of the interface, which is the load voltage \(V_D\). Adding the two potential drops gives

\[
V=V_F(Q)+V_D(Q). \tag{1}
\]

Define differential capacitances by \(1/C_F=dV_F/dQ\) and \(1/C_D=dV_D/dQ\). Differentiating (1) with respect to \(Q\),

\[
\frac{dV}{dQ}=\frac1{C_F}+\frac1{C_D}\equiv K. \tag{2}
\]

The chain rule then gives the internal gain:

\[
A\equiv\frac{dV_D}{dV}=\frac{dV_D/dQ}{dV/dQ}
=\frac{1/C_D}{1/C_F+1/C_D}=\frac{C_F}{C_F+C_D}. \tag{3}
\]

The last step multiplies numerator and denominator by \(C_FC_D\). If both capacitances are positive, \(0<A<1\), the familiar divider. If \(C_F=-|C_F|\), changing both signs in the fraction gives

\[
A=\frac{|C_F|}{|C_F|-C_D}, \tag{4}
\]

which exceeds one when \(0<C_D<|C_F|\). The ferroelectric's share is \(dV_F/dV=1-A<0\): its voltage falls as the source voltage rises, and the load takes up the difference.

**Q.** That is algebra with a negative number. Why should a ferroelectric have \(C_F<0\)?

**A.** In Landau's mean-field description the uniform layer has a double-well free energy. Expanded in the displacement, to fourth order, it is

\[
u(Q)=t\left(\frac a2Q^2+\frac b4Q^4\right),\qquad a<0<b. \tag{5}
\]

Using \(D\) as the variable includes the field energy in the layer, so polarization and displacement need not be taken as equal. Work \(V_F\,dQ\) is needed to add charge \(dQ\), hence

\[
V_F=\frac{du}{dQ}=t(aQ+bQ^3),\qquad
\frac1{C_F}=\frac{d^2u}{dQ^2}=t(a+3bQ^2). \tag{6}
\]

The slope is negative for \(Q^2<|a|/(3b)\), the region around the top of the barrier between the wells. At \(Q=0\), \(C_F=-1/(t|a|)\).

**Q.** The top of a barrier is where a system does not stay. Your negative capacitance should be unobservable.

**A.** For the ferroelectric alone on a voltage source, that is right. In series, the energy that decides is that of the whole circuit. For a linear load the stored energy is \(Q^2/(2C_D)\), and a source that has delivered charge \(Q\) at voltage \(V\) has lost energy \(VQ\). The total is

\[
G(Q;V)=u(Q)+\frac{Q^2}{2C_D}-VQ. \tag{7}
\]

Its first derivative is \(V_F+Q/C_D-V\), so a stationary point obeys the loop equation (1). Its second derivative is

\[
\frac{\partial^2G}{\partial Q^2}=\frac1{C_F}+\frac1{C_D}=K, \tag{8}
\]

the same \(K\) as in (2). A uniform state is a local minimum if \(K>0\). With \(C_F<0\) this means \(1/C_D>1/|C_F|\), or \(C_D<|C_F|\). The load's positive curvature must outweigh the barrier's negative curvature. This is also the condition for \(A>1\) in (4).

**Q.** Is it a coincidence that the two conditions agree?

**A.** No. Equations (3) and (8) combine into

\[
A=\frac1{C_DK}. \tag{9}
\]

The source enters \(G\) as a force \(V\) acting on the coordinate \(Q\), and \(K\) is the spring constant. A small force displaces the charge by \(\delta Q=\delta V/K\), and the load converts this to \(\delta V_D=\delta Q/C_D\). At fixed \(C_D\), high gain means a weak spring. The gain diverges when the spring constant reaches zero, which is where the minimum ceases to have a restoring force to first order in the displacement.

At \(Q=0\), insert \(1/C_F=-t|a|\) in (9):

\[
A_0=\frac{1}{1-C_Dt|a|}=\frac1{1-t/t_c},\qquad t_c=\frac1{|a|C_D}. \tag{10}
\]

A very thin ferroelectric gives \(A_0\to1\), because it then drops almost no voltage. Thickening it at fixed load raises the gain until \(t=t_c\).

**Q.** Give me numbers, and show how near the limit one must be.

**A.** Take round model parameters: \(a=-4\times10^8\) m/F, \(b=10^{10}\) m⁵/(F C²), and a load 1 nm thick with relative permittivity 20. Then \(C_D=0.1771\) F/m² and \(t_c=14.12\) nm. For \(t=10\) nm, \(t|a|=10^{-8}\times4\times10^8=4\) m²/F, so \(C_F=-0.25\) F/m² and

\[
A_0=\frac{0.25}{0.25-0.1771}=3.43 .
\]

With the load held fixed, the values at \(Q=0\) are as follows. The last column is explained below.

| \(t\) (nm) | \(K\) (m²/F) | \(A_0\) | decay time (ns) |
|---|---|---|---|
| 5 | 3.647 | 1.55 | 0.274 |
| 10 | 1.647 | 3.43 | 0.607 |
| 12 | 0.847 | 6.67 | 1.18 |
| 13 | 0.447 | 12.6 | 2.24 |
| 14 | 0.047 | 120 | 21.3 |

The gains were found by integrating the circuit's equation of motion to rest at neighbouring source voltages; they agree with (10) to within one part in \(10^4\).

The sensitivity follows from (10). With \(x=t/t_c\), \(dA_0/dx=1/(1-x)^2=A_0^2\). Hence

\[
\frac{d\ln A_0}{d\ln t}=\frac{x}{A_0}A_0^2=xA_0=A_0-1, \tag{11}
\]

where the last equality uses \(x=1-1/A_0\). At 10 nm, a 1% thickness error changes the gain by about 2.4%. At 14 nm, a 1% increase gives 14.14 nm, already beyond \(t_c\).

**Q.** A passive circuit that multiplies voltage by 3.43 seems to create energy.

**A.** Follow a small signal raised slowly from zero to \(V\), starting at \(Q=0\). From (2) and (9), \(Q=V/K=AC_DV\). The source's work is

\[
W=\int_0^QV'\,dQ'=\int_0^V V'AC_D\,dV'=\frac12AC_DV^2. \tag{12}
\]

The load has voltage \(AV\) and stores

\[
U_D=\frac12C_D(AV)^2=AW. \tag{13}
\]

The rest of the work, \(\Delta u=W-U_D=(1-A)W\), is done on the ferroelectric and is negative: the ferroelectric moves down from its barrier and does work on the load. At fixed temperature \(u\) is a free energy, so the ferroelectric may also exchange heat with its surroundings. That heat does not enter this balance of work.

At \(t=10\) nm and \(V=1\) mV the source supplies 304 nJ/m², the load gains 1041 nJ/m², and the ferroelectric's free energy changes by \(-737\) nJ/m². The sum \(1041-737=304\) closes the account. On the return the load pushes the ferroelectric back up, so this reversible cycle yields no net energy.

**Q.** You have shown that the spring softens. An instability is something that happens in time. Where is it?

**A.** Put a resistance in series, with resistance times area \(r\). The current density is \(dQ/dt'\), where \(t'\) is time, and the resistor drops the voltage not taken by the capacitors:

\[
r\frac{dQ}{dt'}=V-V_F(Q)-\frac Q{C_D}=-\frac{\partial G}{\partial Q}. \tag{14}
\]

At fixed \(V\), multiplying by \(dQ/dt'\) gives \(dG/dt'=-r(dQ/dt')^2\le0\), so the charge moves downhill in \(G\). Near an equilibrium \(Q_0\), write \(Q=Q_0+q\). The first derivative of \(G\) vanishes there, and to first order in \(q\)

\[
r\frac{dq}{dt'}=-Kq,\qquad q=q(0)e^{-t'/\tau},\qquad
\tau=\frac rK=rC_DA. \tag{15}
\]

For \(K>0\) a disturbance dies out. As \(K\to0^+\) it dies ever more slowly, and for \(K<0\) it grows. Gain and recovery time diverge together, with \(A/\tau=1/(rC_D)\) fixed by the load and the resistor.

With \(r=10^{-9}\) Ω m², \(rC_D=0.177\) ns. At 14 nm the decay time is 120 times longer, 21.3 ns, as the table shows.

**Q.** Then can I keep the large gain for a fast signal?

**A.** Let the source carry a small signal \(v e^{i\omega t'}\). The linear form of (14) becomes \((K+i\omega r)q=v\), so the gain at frequency \(\omega\) is

\[
A(\omega)=\frac{1}{C_D(K+i\omega r)}=\frac{A}{1+i\omega\tau}. \tag{16}
\]

Its magnitude exceeds one when \(1+\omega^2\tau^2<A^2\). Using \(\tau=rC_DA\),

\[
\omega<\frac{\sqrt{A^2-1}}{\tau}=\frac{1}{rC_D}\sqrt{1-\frac1{A^2}}. \tag{17}
\]

Approaching the instability raises the slow gain without limit, but the frequency range with any amplification stays below \(1/(rC_D)\). This assumes that the ferroelectric follows its energy curve without a delay of its own.

**Q.** At \(t=t_c\) exactly, does one millivolt produce an infinite voltage?

**A.** No. The slope diverges, while the response to a finite voltage is limited by the quartic energy. Write \(K_0\) for the curvature at \(Q=0\). The loop equation and its slope are

\[
V=K_0Q+tbQ^3,\qquad K(Q)=K_0+3tbQ^2. \tag{18}
\]

At \(t=t_c\), \(K_0=0\), so

\[
V_D=\frac Q{C_D}=\frac1{C_D}\left(\frac V{t_cb}\right)^{1/3}. \tag{19}
\]

A source voltage of 1 mV gives \(V_D=0.108\) V, a ratio of 108. A source voltage of 0.1 V gives 0.503 V, a ratio of 5.0. A hundredfold larger input raises the output by \(100^{1/3}=4.6\).

The decay also changes character. At \(V=0\), equation (14) is \(r\,dQ/dt'=-t_cbQ^3\). Dividing by \(-Q^3/2\) gives \(d(Q^{-2})/dt'=2t_cb/r\), whose solution is

\[
Q(t')=\frac{Q(0)}{\sqrt{1+2t_cbQ(0)^2t'/r}}. \tag{20}
\]

The critical state still attracts the charge, but by a power law with no fixed time constant.

**Q.** Below \(t_c\), how large a signal may I use before the gain is lost?

**A.** By (9) and (18) the gain falls to half its central value when \(3tbQ^2=K_0\). At that charge \(tbQ^3=K_0Q/3\), so the source voltage is

\[
V_{1/2}=\frac43K_0Q=\frac43\,\frac{K_0^{3/2}}{\sqrt{3tb}}. \tag{21}
\]

For 10 nm, \(K_0=1.647\) m²/F and \(3tb=300\) in SI units, giving \(V_{1/2}=0.16\) V. For 14 nm the values 0.047 and 420 give about 0.7 mV. The gain of 120 is a property of very small signals. It also needs a large area, because thermal fluctuations of the charge sample the quartic term. At 300 K the thermally averaged gain at 14 nm is about 98 for a square 50 nm on a side and about 64 for one 20 nm on a side, while the gain of 3.43 at 10 nm is almost unchanged.

At 10 nm and \(V=0.1\) V the charge is 0.0521 C/m². Then \(K=1.647+300(0.0521)^2=2.46\) m²/F. Since \(1/C_D=1.647+4=5.647\) m²/F, the differential gain is \(5.647/2.46=2.29\). The load holds 0.294 V and the ferroelectric \(-0.194\) V, which add to 0.1 V.

Differential amplification ends where \(1/C_F=0\), at \(Q=\sqrt{|a|/(3b)}=0.115\) C/m², reached at \(V=0.344\) V. Beyond this voltage the ferroelectric's differential capacitance is positive and the gain is below one.

**Q.** Formula (4) still gives a number for \(C_D>|C_F|\). What does a negative gain mean?

**A.** It is the slope of an equilibrium that cannot be held by the source. Take \(t=16\) nm with the same load. Then \(K_0=5.647-6.4=-0.753\) m²/F, and (9) gives \(A=-7.5\). But \(Q=0\) is now a maximum of \(G\), and a small disturbance grows with time constant \(r/|K_0|=1.33\) ns.

To find where it goes, set \(V=0\) in (18). Apart from \(Q=0\), the solutions and their curvature are

\[
Q^2=\frac{|K_0|}{tb},\qquad K=-|K_0|+3|K_0|=2|K_0|>0. \tag{22}
\]

With \(tb=160\) in SI units, \(Q=\pm0.0686\) C/m². Both states are stable, with gain \(5.647/(2\times0.753)=3.75\), positive again. Here \(1/C_F=1.506-5.647=-4.14\) m²/F, so the ferroelectric still has negative capacitance. What has been lost is the single state at the centre: the circuit now has memory.

**Q.** Does the gain also diverge where one of these states disappears?

**A.** Yes. Such an end point, a fold, has \(K=0\) in (18), so its charge magnitude is \(Q_s=\sqrt{|K_0|/(3tb)}\). Starting on the negative branch and raising \(V\), the state ends at \(Q=-Q_s\). Using \(tbQ_s^2=|K_0|/3\), its voltage is

\[
V_c=|K_0|Q_s-tbQ_s^3=|K_0|Q_s-\frac{|K_0|Q_s}{3}=\frac23|K_0|Q_s. \tag{23}
\]

For 16 nm, \(Q_s=0.0396\) C/m² and \(V_c=19.9\) mV. At \(0.99V_c\) the charge rests at \(-0.0428\) C/m². At \(1.01V_c\) it settles at \(+0.0793\) C/m², having jumped to the other branch.

For the gain just before the jump, set \(Q=-Q_s-y\) with small \(y>0\). The second derivative of \(V(Q)\) at the fold is \(-6tbQ_s\), and the first vanishes. To leading order,

\[
\delta V\equiv V_c-V=3tbQ_sy^2,\qquad K=6tbQ_sy. \tag{24}
\]

Eliminating \(y=\sqrt{\delta V/(3tbQ_s)}\) gives \(K=\sqrt{12tbQ_s\delta V}\) and

\[
A\simeq\frac1{C_D\sqrt{12tbQ_s\,\delta V}}. \tag{25}
\]

At \(0.9999V_c\) this law gives 459, while the settled circuit gives 458. Again the divergence marks a vanishing minimum. At \(t_c\) the central state loses stability to two neighbours; at the fold a minimum merges with a maximum and no nearby state remains.

**Q.** All this treats \(Q\) as one number. Why should a ferroelectric remain uniform on its barrier?

**A.** It need not, and \(K>0\) does not guarantee it. Insert a neutral floating metal sheet between the layers. Divide the ferroelectric into two equal patches with charges \(Q+m\) and \(Q-m\). The metal lets charge move sideways, so the load responds to the mean \(Q\) alone. Let a coupling energy \(\kappa m^2/2\) represent resistance to a difference between patches. Then

\[
G=\frac12[u(Q+m)+u(Q-m)]+\frac\kappa2m^2+\frac{Q^2}{2C_D}-VQ. \tag{26}
\]

Expanding in \(m\), the odd terms cancel and the bracket contributes \(u(Q)+u''(Q)m^2/2\) to second order. The curvature in the direction of \(m\) is therefore

\[
\left.\frac{\partial^2G}{\partial m^2}\right|_{m=0}=\frac1{C_F}+\kappa. \tag{27}
\]

The load has dropped out. Stability now also requires \(\kappa>1/|C_F|\), which is 4 m²/F at 10 nm. With \(\kappa=5\) m²/F the patches stay equal and the gain is 3.43.

With \(\kappa=0\) and \(V=0\), each patch falls into its own well, where \(u'=0\): \(m=\sqrt{|a|/b}=0.2\) C/m². There \(u''=t(a+3|a|)=2t|a|=8\) m²/F, a positive inverse capacitance. The gain becomes

\[
A=\frac{1/C_D}{1/C_D+2t|a|}=\frac{5.647}{13.647}=0.414. \tag{28}
\]

The same layers now attenuate. Splitting does not always do this. For \(0\le\kappa<t|a|\) the patches rest at \(m^2=(t|a|-\kappa)/(tb)\), where \(u''=2t|a|-3\kappa\). At 10 nm this is still negative for \(\kappa>8/3\) m²/F, and \(\kappa=3.5\) m²/F gives split patches with a gain of 1.79.

**Q.** So I leave out the metal sheet. Does that cure it?

**A.** It helps, because the load then opposes charge patterns too, though less strongly at short wavelengths. Let the interface displacement vary as \(q\cos kx\), above a load of permittivity \(\epsilon\) and thickness \(d\). Laplace's equation with zero potential at the far plate gives a potential proportional to \(\sinh(kz)\cos kx\), where \(z\) is the height above that plate. The displacement magnitude is \(\epsilon\) times its \(z\)-derivative. At \(z=d\),

\[
\frac{\text{potential}}{\text{displacement}}=\frac{\sinh kd}{\epsilon k\cosh kd}=\frac{\tanh kd}{\epsilon k}<\frac d\epsilon=\frac1{C_D}. \tag{29}
\]

The stabilizing curvature is smaller than for uniform charge. Equation (29) counts only the load. The field of a pattern can also close sideways through the ferroelectric itself, which weakens the restoring force further, and for a ferroelectric much thicker than the load this is the larger effect. Domains can therefore form before \(t_c\), unless the energy cost of lateral variation in the ferroelectric prevents it. To see the size, give the ferroelectric a background relative permittivity of 25 and a gradient energy density \(\tfrac g2(\partial P/\partial x)^2\) in the polarization \(P\). For \(g=10^{-10}\) m³/F the uniform state then loses stability near 5 nm, although the load term (29) alone would keep it stable to about 14 nm. Keeping the 10 nm example uniform needs \(g\) above about \(5\times10^{-10}\) m³/F. These ingredients are outside the uniform model, so \(t<t_c\) is necessary for the uniform central state but not sufficient.

**Q.** How close are these numbers to a real gate stack?

**A.** They are model numbers, and only some are realistic. The well charge of 0.2 C/m² is of the rough size found in hafnia-based ferroelectric films. The coercive field is not: the largest opposing field in (6) is \(\tfrac23|a|\sqrt{|a|/(3b)}=0.31\) MV/cm, while such films typically show about 1 MV/cm. If the film switched uniformly, matching that field at the same well charge would need \(|a|\) about three times larger, which would shorten \(t_c\) to about 4 nm with the same load. This estimate keeps the quartic form in \(D\). If the double well is instead written in the polarization, with a background relative permittivity of 25 to 35, the same field and well charge give \(|a|\) about five times larger and \(t_c\) near 3 nm. A real film can start to switch at a weak spot, below the uniform limit, so \(|a|\) may be larger still and \(t_c\) shorter. The load capacitance used here is large: a 1 nm silicon dioxide layer, with relative permittivity about 3.9, has roughly one fifth of the capacitance used here, which at fixed \(a\) would make \(t_c\) five times larger. The field in the load, \(Q\) divided by its permittivity, sets another limit. In the 10 nm example it is 2.9 MV/cm at a source voltage of 0.1 V and 6.5 MV/cm at 0.344 V, where leakage and breakdown become serious for a real insulator of this permittivity. In silicon dioxide the charge of the 0.1 V example would already mean 15 MV/cm, so only smaller charges are usable there. A transistor also breaks the assumption of a constant load, since its semiconductor capacitance changes with bias. At 10 nm, halving \(C_D\) lowers the central gain from 3.43 to \(0.25/(0.25-0.0885)=1.55\); doubling it makes \(C_D>|C_F|\) and the central state unstable. Domain formation can remove the amplification altogether: in the uncoupled two-patch case the gain drops from 3.43 to 0.41. A design that relies on the uniform state for gain without hysteresis must therefore keep \(C_D<|C_F|\) at every charge in its working range where \(C_F\) is negative, must separately suppress domains, and must keep the field and leakage in the load within what the insulator tolerates.

## Calculated quantities

```
Landau a = -4.0e+08 m/F
Landau b = 1.0e+10 m^5/(F C^2)
load thickness = 1.0 nm
load relative permittivity = 20
series resistance times area r = 1.0e-09 ohm m^2
load capacitance C_D = 0.1771 F/m^2
critical thickness t_c = 14.118 nm
bare load time r C_D = 0.1771 ns
t (nm) | C_F (F/m^2) | K (m^2/F) | gain | decay time (ns)
  5 | -0.5000 | 3.6470 | 1.548 | 0.2742
 10 | -0.2500 | 1.6470 | 3.429 | 0.6071
 12 | -0.2083 | 0.8470 | 6.667 | 1.1806
 13 | -0.1923 | 0.4470 | 12.632 | 2.2369
 14 | -0.1786 | 0.0470 | 120.034 | 21.2561
Energy for a 1 mV signal at t = 10 nm:
  source work = 303.56 nJ/m^2
  load energy = 1040.78 nJ/m^2
  ferroelectric energy change = -737.22 nJ/m^2
At t = 10 nm and source voltage 0.1 V:
  charge = 0.05212 C/m^2
  load voltage = 0.2943 V
  ferroelectric voltage = -0.1943 V
  differential gain = 2.294
gain one reached at charge = 0.1155 C/m^2
gain one reached at source voltage = 0.3441 V
gain measured there = 1.0000
At t = t_c: source (V) | load voltage (V) | ratio
  0.001 | 0.1085 | 108.45
  0.100 | 0.5034 | 5.03
Beyond t_c, at t = 16 nm:
  curvature at Q = 0: -0.7530 m^2/F
  formal gain at Q = 0: -7.500
  growth time at Q = 0: 1.328 ns
  stable charges at V = 0: -0.0686, 0.0686 C/m^2
  gain in a stable state at V = 0: 3.750
  fold charge magnitude = 0.0396 C/m^2
  fold voltage = 19.881 mV
  charge settled at 0.99 fold voltage = -0.0428 C/m^2
  charge settled at 1.01 fold voltage = 0.0793 C/m^2
  gain at 0.9999 fold voltage = 458.0
  leading fold law there = 459.3
Two patches on a metal sheet, t = 10 nm:
  required coupling 1/|C_F| = 4.00 m^2/F
  coupling 0.0 m^2/F: m = 0.2000 C/m^2, gain = 0.414
  coupling 5.0 m^2/F: m = 0.0000 C/m^2, gain = 3.429
```
